# Flexible boundary conditions: convergence of the core–buffer iteration on a harmonic lattice, part 1

(Sections cited here and not found follow in the second part.)

## A constant ratio

An oversized, weakly bound impurity sits in a face-centred cubic lattice of springs. The impurity and its twelve neighbours are relaxed while every other atom is held fixed, which leaves a force of norm $6.086\times10^{-2}$ eV/Å on the 42 atoms around them. The whole crystal is then displaced by the host Green function acting on that force, the thirteen atoms are relaxed again, and the cycle is repeated. The leftover force drops to $1.384\times10^{-3}$, then $3.149\times10^{-5}$, then $7.163\times10^{-7}$ eV/Å. The ratio is 0.022747 each time, starting with the first cycle. Applied to a stiff inclusion of 141 atoms in the same lattice, the same procedure diverges, the force being multiplied by about 1.7 per cycle at late cycles. Each number is an eigenvalue modulus of the linear map that one cycle applies to the leftover force. The nonzero spectrum of this map follows from the defect's force constants and two compliance matrices of the host.

## Setting and algorithm

The host is a periodic harmonic crystal with symmetric force-constant matrix $D$, so that displacements $u$ cost energy $\tfrac12u^TDu$. It is stable: $D$ is positive except on uniform translations, which it annihilates. With $P_0$ the projector on translations, the lattice Green function $G$ is the symmetric matrix with $DG=GD=1-P_0$ and $GP_0=0$. Hence $DGf=f$ for any force $f$ of zero sum.

The defect crystal has force constants $\Phi=D+\Delta$ and misfit forces $f^{\rm ext}$, so the force is $F=f^{\rm ext}-\Phi u$. The sites are divided into core (1), buffer (2) and remainder (3), and four assumptions are made.

1. $\Delta$ and $f^{\rm ext}$ are nonzero on core sites alone.
2. $\Delta$ annihilates translations and $f^{\rm ext}$ has zero sum.
3. The buffer holds every site coupled to the core: $D_{31}=0$.
4. The clamped core is stable: $\Phi_{11}>0$.

Being symmetric, $\Delta$ can be written $\Delta=B\kappa B^T$, where the columns of $B$ are a basis of its range and $\kappa$ is symmetric and invertible. By assumption 2, $B^T$ annihilates a uniform core displacement and every $Bc$ has zero sum. Three compliance matrices are needed:
$$\Gamma=B^TG_{11}B,\qquad \gamma=B^TgB,\quad g=D_{11}^{-1},\qquad h=\Gamma-\gamma .$$
$\Gamma$ is the host response with all atoms free and $\gamma$ the host response with everything outside the core clamped. Both are positive definite, since $Bc$ is a nonzero force of zero sum for $c\ne0$.

The algorithm starts from $u=0$ and first relaxes the core. Each cycle then (a) reads the buffer force $f$ and adds $Gf$ to the displacement of all sites, and (b) adds $\Phi_{11}^{-1}F_1$ to the core displacements.

## The map of one cycle

After a core relaxation $F_1=0$. Moving core atoms changes the force on region 3 by $-D_{31}\delta u_1=0$, so $F_3=0$ as well. The total force has zero sum by assumption 2, so the buffer force $f$ has zero sum. Step (a) therefore changes the force to
$$F=f-(D+\Delta)Gf=-\Delta Gf,$$
which lies in the core: $F_1=-\Delta G_{12}f$. Step (b) moves the core by $\delta u_1=-\Phi_{11}^{-1}\Delta G_{12}f$ and puts the force $-\Phi_{21}\delta u_1$ on the buffer, where $\Phi_{21}=D_{21}$ by assumption 1. The two minus signs cancel:
$$f^{(m+1)}=Mf^{(m)},\qquad M=D_{21}\Phi_{11}^{-1}\Delta G_{12}.$$
Regions 1 and 3 are force-free after every cycle, so $f^{(m)}\to0$ means equilibrium of the entire crystal. This happens for every zero-sum buffer force $f^{(0)}$ when the spectral radius $\rho(M)<1$, and then $\|f^{(m)}\|\le Cr^m$ for any $r>\rho$. For $\Delta=0$ one cycle suffices.

## The spectrum of $M$

The products $XY$ and $YX$ share their nonzero eigenvalues, because $XYv=\lambda v$ implies $YX(Yv)=\lambda Yv$ with $Yv\neq0$. Moving $D_{21}$ to the right end gives $\Phi_{11}^{-1}B\kappa B^TG_{12}D_{21}$. The core block of $GD=1-P_0$ reads $G_{11}D_{11}+G_{12}D_{21}=1-(P_0)_{11}$, the term $G_{13}D_{31}$ being zero. Since $B^T(P_0)_{11}=0$,
$$B^TG_{12}D_{21}=B^T(1-G_{11}D_{11})=B^T(g-G_{11})D_{11}.$$
Next, $D_{11}\Phi_{11}^{-1}=(\Phi_{11}g)^{-1}=(1+B\kappa B^Tg)^{-1}$. Direct multiplication gives $(1+B\kappa B^Tg)B=B(1+\kappa\gamma)$, and therefore $D_{11}\Phi_{11}^{-1}B=B(1+\kappa\gamma)^{-1}$. Combining the two results,
$$B^TG_{12}D_{21}\Phi_{11}^{-1}B=-h(1+\kappa\gamma)^{-1}.\tag{1}$$
Cycling $\Phi_{11}^{-1}B$ to the right end turns the product into $-\kappa h(1+\kappa\gamma)^{-1}$, and cycling the last factor to the front gives $-\tau h$ with
$$\tau=(1+\kappa\gamma)^{-1}\kappa=(\kappa^{-1}+\gamma)^{-1},$$
a symmetric matrix. The buffer has dropped out: the rate depends on the defect's $\kappa$, on the clamped compliance $\gamma$, and on the difference $h$ between free and clamped compliance.

**Positivity of $h$.** For any $u$ put $y=B^Tu$ and $u=GB\Gamma^{-1}y+w$. Then $B^Tw=y-\Gamma\Gamma^{-1}y=0$, and the cross term $w^TDGB\Gamma^{-1}y=w^TB\Gamma^{-1}y$ vanishes, so
$$u^TDu=y^T\Gamma^{-1}y+w^TDw.\tag{2}$$
Thus $y^T\Gamma^{-1}y$ is the minimum of $u^TDu$ at fixed $y$. The same argument with $g$ in place of $G$ shows that $y^T\gamma^{-1}y$ is the minimum over displacements confined to the core. A minimum over a smaller set is no lower, so $\gamma^{-1}\ge\Gamma^{-1}$. Inversion reverses the order of positive matrices, because completing the square gives $c^TX^{-1}c=\max_y(2c^Ty-y^TXy)$, which decreases as $X$ grows. Hence $\gamma\le\Gamma$ and $h\ge0$. The square root $h^{1/2}$ exists, and one more cycling shows that the nonzero eigenvalues of $M$ are those of the symmetric matrix $-h^{1/2}\tau h^{1/2}$. They are real.

**Upper end.** Adding $y^T\kappa y$ to (2) gives $u^T\Phi u=y^T(\Gamma^{-1}+\kappa)y+w^TDw$ with $y$ and $w$ independent. The defect crystal is therefore stable if and only if $\Gamma^{-1}+\kappa>0$, and in the same way assumption 4 is equivalent to $\gamma^{-1}+\kappa>0$. Let $\Gamma_t=\gamma+th$ for $0\le t\le1$. Since $1+\kappa\Gamma_t=(1+\kappa\gamma)(1+t\tau h)$ and $\Gamma_t^{-1}+\kappa=(1+\kappa\Gamma_t)\Gamma_t^{-1}$,
$$\det(\Gamma_t^{-1}+\kappa)=\frac{\det(1+\kappa\gamma)}{\det\Gamma_t}\prod_i(1-t\lambda_i).$$
If all $\lambda_i<1$, no factor vanishes on $[0,1]$; the symmetric matrix $\Gamma_t^{-1}+\kappa$ is positive at $t=0$, none of its eigenvalues crosses zero, and it is positive at $t=1$. Conversely, if the crystal is stable, $\Gamma_t\le\Gamma$ gives $\Gamma_t^{-1}+\kappa\ge\Gamma^{-1}+\kappa>0$ for all $t$, so no $1-t\lambda_i$ vanishes, which excludes $\lambda_i\ge1$. Under assumption 4, then, $\lambda_{\max}<1$ if and only if the defect crystal is stable.

The numerical check tests this on a 216-atom cell whose 36 core bonds are changed by $s$ times a random pattern. The condition $\lambda_{\max}=1$ is met at $s=1.551$, before the clamped core fails at $s=1.807$. Dense diagonalization of $\Phi$, with the three zero modes of uniform translation set aside, gives a lowest eigenvalue of $+3.53\times10^{-3}$ eV/Å² at 0.1% below that $s$ and $-3.54\times10^{-3}$ eV/Å² at 0.1% above it. Between the two thresholds a clamped calculation would return a stable core for an unstable crystal.

**Lower end.** With $K=\gamma^{-1}$,
$$K-K(\kappa+K)^{-1}K=K(\kappa+K)^{-1}\kappa,$$
and the inverse of the right side is $\kappa^{-1}(\kappa+K)K^{-1}=\gamma+\kappa^{-1}$. So $\tau=K-K(\kappa+K)^{-1}K$, and $\tau<K$ because $\kappa+K>0$. For a nonzero eigenvalue with unit eigenvector $z$, the vector $h^{1/2}z$ is nonzero and $-\lambda=z^Th^{1/2}\tau h^{1/2}z<z^Th^{1/2}Kh^{1/2}z$. The last expression is at most the largest eigenvalue of $\gamma^{-1}h=\gamma^{-1}\Gamma-1$, so
$$\lambda>1-\mu,\qquad\mu=\max{\rm eig}(\gamma^{-1}\Gamma).\tag{3}$$
Stability together with $\Gamma\le2\gamma$ is sufficient for $\rho<1$. The sign of $\kappa$ sharpens this. If $\kappa>0$ then $\tau>0$ and all $\lambda\le0$: the host Green function is too soft for the defect, and the step overshoots. If $\kappa<0$, then $0<-\kappa<K$ inverts to $-\kappa^{-1}>\gamma$, so $\tau<0$ and all $\lambda\ge0$: a purely softening defect in a stable crystal converges with no condition on $\mu$.

## Divergence and damping

A chain with spring constant $k$ shows that (3) cannot be improved in general. For the infinite chain $G(x)=-|x|/2k$ serves on zero-sum forces, since $k[2G(x)-G(x+1)-G(x-1)]$ is 1 at $x=0$ and 0 elsewhere. Take a core of $n$ atoms with all $n-1$ inner bonds stiffened by $\Delta k$, so that $\kappa=\Delta k\,1$. A unit force pair on sites 1 and 0 gives $u(x)=(|x|-|x-1|)/2k$, which stretches that bond by $1/k$ and no other bond, so $\Gamma=1/k$. In the clamped chain, pair forces $c_j$ stretch each of the $n+1$ bonds by $(c_j-T)/k$, with $c_j=0$ on the two outer bonds, and zero total stretch fixes $T=\sum_jc_j/(n+1)$. Thus $h$ has all its entries equal to $1/k(n+1)$. It has rank one, with eigenvalue $(n-1)/k(n+1)$ on the uniform pattern, where $\gamma=1/k-h=2/k(n+1)$. Then
$$\lambda=-\frac{\Delta k\,h}{1+\Delta k\,\gamma}=-\frac{\Delta k\,(n-1)}{k(n+1)+2\Delta k}.$$
Here $\mu=(n+1)/2$, and $\lambda\to(1-n)/2=1-\mu$ as $\Delta k\to\infty$. The condition $\lambda<-1$ reads $\Delta k(n-3)>k(n+1)$, which positive $\Delta k$ can meet for $n>3$. With $k=1$ and $\Delta k=9$ eV/Å², $n=3$ gives $-18/22=-0.818$ and $n=5$ gives $-36/24=-1.5$; $n=5$ with $\Delta k=-0.5$ eV/Å² gives $2/5=0.4$. The literal iteration reproduces all three with their signs.

Replacing step (a) by $u\to u+\omega Gf$ leaves $f-\omega\Phi Gf=(1-\omega)f-\omega\Delta Gf$, so the cycle becomes $(1-\omega)+\omega M$, with eigenvalues $1-\omega(1-\lambda)$, zero values of $\lambda$ included. These lie inside $(-1,1)$ when $0<\omega(1-\lambda)<2$. For a stable crystal $1-\lambda>0$, so
$$0<\omega<\frac{2}{1-\min(\lambda_{\min},0)}$$
ensures convergence. Damping cannot help when $\lambda\ge1$, since then $1-\omega(1-\lambda)\ge1$. If the spectrum runs from $\lambda_{\min}<0$ up to 0, the two extreme factors $1-\omega$ and $1-\omega(1-\lambda_{\min})$ have equal modulus at $\omega^*=2/(2-\lambda_{\min})$, where the rate is $-\lambda_{\min}/(2-\lambda_{\min})$; any other $\omega$ raises one of the two. For central springs in three dimensions zero does belong to the spectrum. The forces $D\,\delta u_1$ carry no net torque, and neither does their core part $D_{11}\delta u_1=F_1-\Delta\,\delta u_1$, which lies in the range of $\Delta$. So $Mf$ is torque-free, and $M$ cannot map onto all zero-sum forces. The same argument, with $f^{\rm ext}$ in place of $F_1$, shows that a start from central misfit forces is torque-free and stays so under the damped cycle. Thus $\omega^*$ minimizes the spectral radius over arbitrary zero-sum buffer forces, and it need not be the optimum for a particular run.

For a stable clamped core, the nonzero eigenvalues of the cycle map are real, exceed $1-\mu$, and all lie below 1 exactly when the defect crystal is stable, in which case sufficient damping ensures convergence. It remains to apply these results to the face-centred cubic impurity, explain its constant ratio, analyse the errors, and treat the stiff inclusion.
